# Why Trace Iron Shortens the Life of Peroxide Cleaning Baths: test program

```python
"""
Trace iron and the life of a peroxide cleaning bath.

Result under test: iron that cycles between two states, using one peroxide
in each half cycle, gives the peroxide decomposition time
    t_dec = 1 / (k0 + kF*F),   kF = 2*k1*k2/(k1 + k2),
and a feed can hold the set point only if t_dec >= t_rep, where
    t_rep = 1 / (flow * (c_feed/c_set - 1)).

Symbols: F dissolved iron (mol/L); k0 iron-free decay constant (1/s);
k1, k2 rate constants of the two half cycles (L/mol/s);
flow = feed volume per bath volume per second, with equal overflow.
All rate constants are round model parameters.
"""
import numpy as np
from scipy.constants import N_A
from scipy.integrate import solve_ivp

HOUR = 3600.0
IRON_MOLAR_MASS = 55.845                 # g/mol
UG = 1e-6 / IRON_MOLAR_MASS              # mol/L in one microgram per litre

k0, k1, k2 = 2e-5, 1000.0, 4000.0
c_set, c_min, c_feed = 1.5, 1.0, 10.0    # mol/L
bath_litres = 30.0
feed_iron = 0.1 * UG                     # also the initial bath iron
wafers_per_lot, lots_per_hour = 50, 4
wafer_diameter_cm, released_per_cm2 = 30.0, 2e11

kF = 2 * k1 * k2 / (k1 + k2)
log_ratio = np.log(c_set / c_min)


def life(iron):
    return log_ratio / (k0 + kF * iron)


def integrate_cycle(iron, k_first, k_second, k_background, t_end):
    """Full kinetics: peroxide, ferryl fraction, turnovers, integral of c."""
    def rates(t, y):
        c, ferryl = y[0], y[1]
        first = k_first * c * (1 - ferryl)
        second = k_second * c * ferryl
        used_per_iron = first + second
        return [-k_background * c - iron * used_per_iron,
                first - second, used_per_iron, c]

    def at_limit(t, y):
        return y[0] - c_min
    at_limit.terminal = True
    return solve_ivp(rates, (0, t_end), [c_set, 0, 0, 0], method="Radau",
                     events=at_limit, rtol=1e-9,
                     atol=[1e-11, 1e-10, 1e-7, 1e-12])


# Life and turnovers from the full kinetics, against the derived formulas
iron_levels = np.array([0.0, 0.1, 1.0, 10.0]) * UG
simulated_lives = []
simulated_turnovers = []
for iron in iron_levels:
    run = integrate_cycle(iron, k1, k2, k0, 2 * life(iron))
    simulated_lives.append(run.t_events[0][0])
    simulated_turnovers.append(run.y_events[0][0][2])
    assert np.isclose(simulated_lives[-1], life(iron), rtol=1e-4)
    turnovers = kF * (c_set - c_min) / (k0 + kF * iron)
    assert np.isclose(simulated_turnovers[-1], turnovers, rtol=1e-4)

# Iron level that halves the life
iron_half = k0 / kF
half_run = integrate_cycle(iron_half, k1, k2, k0, 2 * life(0))
assert np.isclose(half_run.t_events[0][0] / simulated_lives[0], 0.5,
                  rtol=1e-4)

# Blocked return step: iron can use only one peroxide each
blocked = integrate_cycle(10 * UG, k1, 0.0, 0.0, 1000.0)
blocked_turnovers = blocked.y[2, -1]
assert np.isclose(blocked_turnovers, 1.0, rtol=1e-5)

# Start-up transient, made visible with a large iron concentration
large_iron = 0.1
short = integrate_cycle(large_iron, k1, k2, 0.0, 0.002)
loss = c_set - short.y[0, -1]
transient = loss / large_iron - kF * short.y[3, -1]
transient_formula = -k1 * (k2 - k1) / (k1 + k2) ** 2
assert np.isclose(transient, transient_formula, rtol=1e-3)

# Iron released by wafers, both faces, in mol/L/s
lot_area = wafers_per_lot * 2 * np.pi * (wafer_diameter_cm / 2) ** 2
release = (lot_area * released_per_cm2 * lots_per_hour
           / (N_A * bath_litres * HOUR))

GAIN = 0.1                               # controller gain, 1/s


def integrate_bath(max_flow, iron_release, iron_in_feed, t_end):
    """Bath whose controller sees only peroxide; iron is kept in nmol/L."""
    def demand(c):
        return GAIN * (1 - c / c_set)

    def rates(t, y):
        c, iron = y[0], y[1] * 1e-9
        flow = min(max(demand(c), 0.0), max_flow)
        return [flow * (c_feed - c) - (k0 + kF * iron) * c,
                (iron_release + flow * (iron_in_feed - iron)) * 1e9]

    def pump_full(t, y):
        return (demand(y[0]) - max_flow) / 1e-5

    def at_limit(t, y):
        return y[0] - c_min
    pump_full.direction = 1
    at_limit.terminal = True
    return solve_ivp(rates, (0, t_end), [c_set, iron_in_feed * 1e9],
                     method="Radau", events=[pump_full, at_limit],
                     rtol=1e-9, atol=[1e-11, 1e-9])


pump_ml = np.array([20.0, 40.0])         # mL/min
pump_flow = pump_ml / 1000 / 60 / bath_litres
surplus = c_feed / c_set - 1
t_rep = 1 / (pump_flow * surplus)
iron_critical = (surplus * pump_flow - k0) / kF

# Fixed iron just below and just above the critical value
held = []
for factor in (0.9, 1.1):
    fixed = integrate_bath(pump_flow[0], 0.0, factor * iron_critical[0],
                           200 * HOUR)
    held.append(fixed.y[0, -1])
assert held[0] > 0.999 * c_set
assert held[1] < 0.97 * c_set

# Long-time iron level and flow under set-point control
b = k0 - kF * feed_iron
root = np.sqrt(b**2 + 4 * kF * (k0 * feed_iron + surplus * release))
iron_plus, iron_minus = (-b + root) / (2 * kF), (-b - root) / (2 * kF)
flow_needed = (k0 + kF * iron_plus) / surplus
assert pump_flow[0] < flow_needed < pump_flow[1]

large_pump = integrate_bath(pump_flow[1], release, feed_iron, 300 * HOUR)
final_flow = GAIN * (1 - large_pump.y[0, -1] / c_set)
assert len(large_pump.t_events[0]) == 0
assert len(large_pump.t_events[1]) == 0
assert np.isclose(large_pump.y[1, -1] * 1e-9, iron_plus, rtol=2e-3)
assert np.isclose(final_flow, flow_needed, rtol=2e-3)

# Small pump: time at which the set point is lost
Fc = iron_critical[0]
t_hold = surplus / (kF * (iron_plus - iron_minus)) * np.log(
    (Fc - iron_minus) * (iron_plus - feed_iron)
    / ((iron_plus - Fc) * (feed_iron - iron_minus)))
small_pump = integrate_bath(pump_flow[0], release, feed_iron, 300 * HOUR)
simulated_hold = small_pump.t_events[0][0]
# The finite controller gain shifts the set point by about one part in 10^4
assert np.isclose(simulated_hold, t_hold, rtol=2e-3)
assert len(small_pump.t_events[1]) == 1
small_pump_end = small_pump.t_events[1][0]
assert small_pump_end > simulated_hold

# Pump off, with the same iron release
a = k0 + kF * feed_iron
t_off = (-a + np.sqrt(a**2 + 2 * kF * release * log_ratio)) / (kF * release)
off = integrate_bath(0.0, release, feed_iron, 100 * HOUR)
assert np.isclose(off.t_events[1][0], t_off, rtol=1e-4)

print(f"iron-free decay constant k0: {k0:.2e} 1/s")
print(f"half-cycle constants k1, k2: {k1:.0f}, {k2:.0f} L/mol/s")
print(f"catalytic constant kF: {kF:.0f} L/mol/s")
print(f"iron molar mass: {IRON_MOLAR_MASS:.3f} g/mol")
print(f"1 ug/L of iron: {UG:.4e} mol/L")
print(f"peroxide set point, lower limit, feed: "
      f"{c_set:.1f}, {c_min:.1f}, {c_feed:.1f} mol/L")
print(f"ln(set point / lower limit): {log_ratio:.4f}")
print(f"iron that halves the life: {iron_half / UG:.3f} ug/L")
for iron, t_sim, n_sim in zip(iron_levels, simulated_lives,
                              simulated_turnovers):
    k = k0 + kF * iron
    print(f"iron {iron / UG:.1f} ug/L: k = {k:.3e} 1/s, "
          f"t_dec = {1 / k / HOUR:.3f} h")
    print(f"  life: formula {life(iron) / HOUR:.3f} h, "
          f"full kinetics {t_sim / HOUR:.3f} h")
    if iron > 0:
        print(f"  peroxide destroyed per iron atom: {n_sim:.3e}")
print(f"peroxide per iron, return step blocked: {blocked_turnovers:.4f}")
print(f"start-up change of loss per iron: simulated {transient:.4f}, "
      f"formula {transient_formula:.4f}")
print(f"bath volume: {bath_litres:.0f} L")
print(f"wafers per lot: {wafers_per_lot}, lots per hour: {lots_per_hour}")
print(f"wafer diameter: {wafer_diameter_cm:.0f} cm")
print(f"iron released per wafer area: {released_per_cm2:.1e} atoms/cm^2")
print(f"wafer area per lot, both faces: {lot_area:.0f} cm^2")
print(f"iron release: {release:.3e} mol/L/s")
print(f"iron release: {release * HOUR / UG:.4f} ug/L per hour")
print(f"initial and feed iron: {feed_iron / UG:.1f} ug/L")
print(f"feed surplus ratio r: {surplus:.4f}")
for ml, flow, t, crit in zip(pump_ml, pump_flow, t_rep, iron_critical):
    print(f"pump {ml:.0f} mL/min: flow = {flow:.3e} 1/s, "
          f"t_rep = {t / HOUR:.3f} h")
    print(f"  critical iron: {crit / UG:.3f} ug/L")
print(f"peroxide at 0.9 and 1.1 of critical iron, small pump: "
      f"{held[0]:.3f}, {held[1]:.3f} mol/L")
print(f"iron roots F+, F-: {iron_plus / UG:.3f}, "
      f"{iron_minus / UG:.3f} ug/L")
print(f"t_dec at F+: {1 / (k0 + kF * iron_plus) / HOUR:.3f} h")
print(f"flow needed for indefinite operation: "
      f"{flow_needed * bath_litres * 60000:.2f} mL/min")
print(f"pump off: life with iron release {t_off / HOUR:.3f} h")
print(f"small pump: set point lost, formula {t_hold / HOUR:.3f} h, "
      f"simulated {simulated_hold / HOUR:.3f} h")
print(f"small pump: lower limit reached {small_pump_end / HOUR:.3f} h")
print(f"large pump: peroxide after {large_pump.t[-1] / HOUR:.0f} h "
      f"{large_pump.y[0, -1]:.4f} mol/L")
print("no test failed")
```

It prints:

```
iron-free decay constant k0: 2.00e-05 1/s
half-cycle constants k1, k2: 1000, 4000 L/mol/s
catalytic constant kF: 1600 L/mol/s
iron molar mass: 55.845 g/mol
1 ug/L of iron: 1.7907e-08 mol/L
peroxide set point, lower limit, feed: 1.5, 1.0, 10.0 mol/L
ln(set point / lower limit): 0.4055
iron that halves the life: 0.698 ug/L
iron 0.0 ug/L: k = 2.000e-05 1/s, t_dec = 13.889 h
  life: formula 5.631 h, full kinetics 5.631 h
iron 0.1 ug/L: k = 2.287e-05 1/s, t_dec = 12.149 h
  life: formula 4.926 h, full kinetics 4.926 h
  peroxide destroyed per iron atom: 3.499e+07
iron 1.0 ug/L: k = 4.865e-05 1/s, t_dec = 5.710 h
  life: formula 2.315 h, full kinetics 2.315 h
  peroxide destroyed per iron atom: 1.644e+07
iron 10.0 ug/L: k = 3.065e-04 1/s, t_dec = 0.906 h
  life: formula 0.367 h, full kinetics 0.367 h
  peroxide destroyed per iron atom: 2.610e+06
peroxide per iron, return step blocked: 1.0000
start-up change of loss per iron: simulated -0.1200, formula -0.1200
bath volume: 30 L
wafers per lot: 50, lots per hour: 4
wafer diameter: 30 cm
iron released per wafer area: 2.0e+11 atoms/cm^2
wafer area per lot, both faces: 70686 cm^2
iron release: 8.695e-13 mol/L/s
iron release: 0.1748 ug/L per hour
initial and feed iron: 0.1 ug/L
feed surplus ratio r: 5.6667
pump 20 mL/min: flow = 1.111e-05 1/s, t_rep = 4.412 h
  critical iron: 1.500 ug/L
pump 40 mL/min: flow = 2.222e-05 1/s, t_rep = 2.206 h
  critical iron: 3.697 ug/L
peroxide at 0.9 and 1.1 of critical iron, small pump: 1.500, 1.418 mol/L
iron roots F+, F-: 2.825, -3.424 ug/L
t_dec at F+: 2.752 h
flow needed for indefinite operation: 32.07 mL/min
pump off: life with iron release 3.548 h
small pump: set point lost, formula 9.275 h, simulated 9.278 h
small pump: lower limit reached 26.362 h
large pump: peroxide after 300 h 1.4997 mol/L
no test failed
```
